Why a few coupled states generally have no strictly diabatic basis

Take three real electronic states e₁, e₂, e₃ that do not depend on the nuclear positions, and two nuclear coordinates x = r cos φ, y = r sin φ. The first two states have zero energy, the third lies at Δ > 0, and the nuclear displacement couples them:

H₁₃ = λx, H₂₃ = λy, H₃₃ = Δ, all other independent elements zero.

Define m = cos φ e₁ + sin φ e₂ and t = −sin φ e₁ + cos φ e₂. Then Ht = 0, while m couples to e₃ with strength λr. The eigenstates in the m, e₃ plane are

l = cos β m − sin β e₃, n = sin β m + cos β e₃.

The condition ⟨l|H|n⟩ = λr cos 2β − ½Δ sin 2β = 0 gives tan 2β = 2λr/Δ. The upper state is n. Suppose that we keep the lower pair l, t and discard n.

Since ∂t/∂φ = −m and ∂t/∂r = 0, the derivative couplings of the pair are

⟨l|∂_φ t⟩ = −cos β(r), ⟨l|∂_r t⟩ = 0.

Now rotate the pair by an angle θ(r,φ): d₁ = cos θ l + sin θ t, d₂ = −sin θ l + cos θ t. Because ⟨l|∂l⟩ = ⟨t|∂t⟩ = 0 and ⟨t|∂l⟩ = −⟨l|∂t⟩,

⟨d₁|∂d₂⟩ = (cos²θ + sin²θ)⟨l|∂t⟩ − ∂θ = ⟨l|∂t⟩ − ∂θ.

To remove both couplings we need ∂θ/∂r = 0 and ∂θ/∂φ = −cos β(r). The first equation says that θ does not depend on r; the second says that its slope does. For λ ≠ 0 there is no such θ. The choice θ = −φ returns the pair to e₁, e₂ at r = 0, but leaves the tangential coupling (1 − cos β)/r.

## The belief and its sound part

The belief is that any few coupled states can be rotated among themselves until all their derivative couplings vanish, so that nuclear motion sees a potential matrix alone. Such a basis is called strictly diabatic. Three true statements make the belief tempting.

First, along one coordinate that runs over an open interval it is correct. Second, it is correct for a complete set of electronic states: the fixed states e₁, e₂, e₃ above are a strictly diabatic basis of all three. Third, a two-state model matrix written in a fixed basis is diabatic by construction. None of these covers two states cut out of a larger space when two or more coordinates vary.

## The condition

Let |n⟩ be N orthonormal real states that depend smoothly on the nuclear coordinates and span the retained space P. All other states form Q, and a gap separates P from Q. Put F_i^{mn} = ⟨m|∂_i n⟩. Differentiating ⟨m|n⟩ = δ_mn shows that F_i is antisymmetric. For new states |d_b⟩ = Σ_n |n⟩U_nb with U orthogonal,

⟨d_a|∂_i d_b⟩ = [Uᵀ(∂_i U + F_i U)]_ab.

Strict diabaticity therefore means ∂_i U = −F_i U for each i. Differentiate once more and use the same equation again:

∂_i∂_j U = −(∂_i F_j)U + F_j F_i U
∂_j∂_i U = −(∂_j F_i)U + F_i F_j U.

The two left sides are equal, so their difference −Ω_ij U must vanish, where

Ω_ij = ∂_i F_j − ∂_j F_i + F_i F_j − F_j F_i.

As U is invertible, Ω_ij = 0 is necessary. This is called the curl condition.

It is also sufficient locally. In two coordinates, solve the x equation along one line y = y₀, then solve ∂_y U = −F_y U away from that line. Let Z = ∂_x U + F_x U measure the failure of the x equation elsewhere. Then

∂_y Z = −(∂_x F_y)U − F_y ∂_x U + (∂_y F_x)U − F_x F_y U.

Substituting ∂_x U = Z − F_x U gives

∂_y Z = −F_y Z − Ω_xy U.

If Ω_xy = 0, this is a linear homogeneous equation with Z = 0 at y₀, so Z stays zero. Further coordinates are added in the same way. On a region with a hole, transport around the hole must also return the basis to itself.

With one coordinate there is no pair i, j and no curl condition; on an open interval the linear equation for U can be solved. For a cyclic coordinate, such as a torsion or φ at fixed r in the opening model, the basis must still return to itself after one circuit, and in general it does not.

## What the curl is made of

The condition could still hold for every truncation. To see whether it does, differentiate F_j^{mn}. The second derivatives of |n⟩ cancel in the antisymmetric combination:

∂_i F_j^{mn} − ∂_j F_i^{mn} = ⟨∂_i m|∂_j n⟩ − ⟨∂_j m|∂_i n⟩.

Insert the complete set P + Q = 1 and use ⟨∂_i m|k⟩ = −F_i^{mk}. The states k in P give −(F_i F_j − F_j F_i)^{mn}, which cancels the commutator in Ω. What remains is

Ω_ij^{mn} = ⟨∂_i m|Q|∂_j n⟩ − ⟨∂_j m|Q|∂_i n⟩.

The curvature is made of the motion of the retained states into the discarded ones. For a complete set Q = 0, and Ω vanishes.

For adiabatic states, differentiate H|n⟩ = E_n|n⟩ and project on a different state m:

(∂_i H)_mn + E_m F_i^{mn} = E_n F_i^{mn}, so F_i^{mn} = (∂_i H)_mn/(E_n − E_m).

Using this in −Σ_q (F_i^{mq}F_j^{qn} − F_j^{mq}F_i^{qn}), and reversing the sign of one denominator, we find

Ω_ij^{mn} = Σ_{q in Q} [(∂_i H)_mq(∂_j H)_qn − (∂_j H)_mq(∂_i H)_qn] / [(E_m − E_q)(E_n − E_q)].

For one real state m = n, and the bracket vanishes. For two states, a given q contributes unless its coupling vectors (∂_x H)_{1q}, (∂_x H)_{2q} and (∂_y H)_{1q}, (∂_y H)_{2q} are parallel. Thus q contributes nothing if it couples to just one of the pair, or through just one coordinate. Contributions of different q may also cancel. Failure of the curl condition is therefore generic, not universal.

A change of basis inside P cannot help. Since Q|n⟩ = 0, we have Q|∂_j d_b⟩ = Σ_n Q|∂_j n⟩U_nb, and hence Ω becomes UᵀΩU. A nonzero matrix stays nonzero.

Nor does adding a few states guarantee a cure. Consider six states with levels 0.2(j − 1) hartree and linear couplings xA + yB, where A_jk = 0.05 cos(jk − 1) and B_jk = 0.05 sin(jk − 1) hartree/bohr. At x = 0.3, y = 0.2 bohr, the square root of the sum of squared elements of Ω_xy is 0.016, 0.062, 0.042 and 0.048 bohr⁻² for N = 2, 3, 4 and 5. It vanishes numerically for N = 1 and N = 6. At this geometry the third state makes the norm larger, not smaller. Most of that rise comes from the new elements of the larger block: the element between the two lowest adiabatic states has magnitude 0.011, 0.013, 0.006 and 0.001 bohr⁻² for the same N.

## A pair with a conical intersection

The opening model lacks a linear splitting of the lower pair. Add one:

H = [[κx, −κy, λx], [−κy, −κx, λy], [λx, λy, Δ]].

The upper left block alone has energies ±κr, a conical intersection at the origin. Take κ = 0.05 and λ = 0.10 hartree/bohr, Δ = 0.20 hartree, and a disk of radius ρ = 0.5 bohr. These are round model parameters. On a grid covering r from 0.01 bohr to ρ, the gap E₂ − E₁ stays above 0.73 of 2κr, and E₃ − E₂ above 0.18 hartree. The scan thus shows no second intersection in the pair and an isolated third state.

Let n be the upper eigenvector, with n₃ > 0, and d₁, d₂ any smooth pair in P with d₁ × d₂ = n. From ⟨n|∂d_a⟩ = −⟨∂n|d_a⟩,

Ω₁₂ = (∂_x n·d₁)(∂_y n·d₂) − (∂_y n·d₁)(∂_x n·d₂) = n·(∂_x n × ∂_y n).

This is the area swept on the unit sphere by n per unit area of the x, y plane. The curvature of the retained pair is the turning of the discarded state. To first order near the origin n = e₃ + (λ/Δ)(x e₁ + y e₂), so

Ω₁₂(0) = λ²/Δ² = (0.10/0.20)² = 0.25 bohr⁻².

At x = 0.3, y = 0.2 bohr the sum over the omitted state gives 0.2116 bohr⁻². The curl of the adiabatic coupling, computed by finite differences, agrees within 0.0001 bohr⁻².

For two real states F_i has one independent element, and the commutator vanishes. Write f = ⟨1|∇2⟩ for adiabatic states and w = ⟨d₁|∇d₂⟩ for a frame smooth over the whole disk. As in the opening case, a rotation subtracts a gradient. It can remove a longitudinal part of the coupling, but leaves the curl. By Stokes' theorem every such smooth frame has

∮w·dl = Φ(r) = ∬Ω₁₂ dx dy,

where the integral runs over the disk of radius r. Here Φ is the solid angle enclosed by the path of n.

For κ = 0 the vector n moves on a cone of half-angle β, so Φ = 2π(1 − cos β). At ρ, tan 2β = 2(0.10)(0.5)/0.20 = 0.5, β = 0.2318 and Φ = 0.1681 rad. For κ = 0.05 hartree/bohr, surface integration gives Φ = 0.1677 rad, or 9.61°. Carrying the pair around the circle by repeated projection into the local P rotates it by the same angle.

For small λρ/Δ the cone formula becomes πβ² ≈ π(λρ/Δ)². This estimate is 0.1963 rad here, about 17% above the computed flux. At Δ = 2.0 hartree it is 0.001963 rad against a computed 0.001960 rad. A remote third state does little harm, but its effect falls as a power of the gap and is not zero.

## The large part that can be removed

The conical intersection produces a much larger coupling, and this is a further reason for the belief. Near the origin the block acts on (cos θ, sin θ) to give κr(cos(φ + θ), −sin(φ + θ)). This equals −κr(cos θ, sin θ) when θ = (π − φ)/2. On one circuit the lower state therefore turns by −π relative to a smooth frame. Since f = w − ∇θ,

∮f·dl = Φ + π.

On the circle of radius ρ the computed integral is 3.3093 rad, and subtracting π leaves 0.1677 rad. The π belongs to the sign change of the adiabatic states and is removed by a rotation that changes by π on the circuit. The remainder survives. Removing the singular coupling can look like removing all of it.

An explicit smooth frame shows how far one can go. Let

d_a = e_a − n_a(e₃ + n)/(1 + n₃), a = 1, 2.

Using e_a·(e₃ + n) = n_a and |e₃ + n|² = 2(1 + n₃), one finds d_a·d_b = δ_ab − 2n_a n_b/(1 + n₃) + 2n_a n_b/(1 + n₃) = δ_ab. Also d_a·n = n_a − n_a = 0, so the pair lies in P. Its overlap with the fixed states, e_a·d_b = δ_ab − n_a n_b/(1 + n₃), is symmetric with eigenvalues 1 and n₃, both positive. The frame is therefore what symmetric orthonormalization makes of e₁ and e₂ after projection into P.

For its coupling put c = 1/(1 + n₃). The needed products are d₁·(e₃ + n) = −n₁ and d₁·∇n = ∇n₁ − c n₁∇n₃. Hence

w = n₁∇(c n₂) − c n₂∇n₁ + c²n₁n₂∇n₃.

Since ∇c = −c²∇n₃, the last term cancels part of the first:

w = (n₁∇n₂ − n₂∇n₁)/(1 + n₃).

At the intersection n₁ = n₂ = 0, so w vanishes there, and it stays finite in the rest of the disk. Such a frame is called quasi-diabatic: the singular part of the coupling is gone, but the coupling does not vanish everywhere.

How small could any smooth frame make it? The mean tangential component on the circle is fixed at

Φ/(2πρ) = 0.1677/3.1416 = 0.0534 bohr⁻¹,

and the largest |w| on the circle cannot be less. The quasi-diabatic frame reaches 0.061 bohr⁻¹ there, while the adiabatic coupling reaches 2.01 bohr⁻¹, some 33 times more.

A bound for the whole disk follows from the Cauchy–Schwarz inequality on each circle:

Φ(r)² = (∫w_φ r dφ)² ≤ 2πr ∫w_φ² r dφ, so ∫|w|² r dφ ≥ Φ(r)²/(2πr).

Integrating over r, dividing by the area πρ² and taking the root gives a lower bound of 0.03975 bohr⁻¹ on the root-mean-square coupling. The quasi-diabatic frame has 0.03995 bohr⁻¹, about 0.5% above the bound. In this model a cleverer rotation could lower the root-mean-square coupling by hardly anything.

## What goes wrong if the remainder is ignored

Suppose someone constructs a diabatic potential by carrying the pair along a path with no coupling along it. On a single path this works. On the line y = 0.1 bohr from x = −0.5 to 0.5 bohr, rotating the adiabatic pair by the integrated coupling, −1.356 rad, reproduces the carried basis. The trouble comes with a second path to the same geometry.

Start at (ρ, 0) in the quasi-diabatic frame and go to (−ρ, 0) by the upper or the lower half circle. Vanishing coupling along the path requires a rotation α = ∫w·dl relative to that frame. The two values of α differ by the loop integral Φ. The Hamiltonian is unchanged by y → −y together with e₂ → −e₂; this reverses n₂ and hence w·dl on mirror-image paths. So α = +Φ/2 above and −Φ/2 below.

At (−ρ, 0) we have n₂ = 0, so d₂ = e₂. It is an eigenstate with energy κρ = 0.025 hartree, the upper level E₂ of the pair, and d₁ is the lower one. In the carried basis,

V₁₂ = (E₂ − E₁) sin α cos α = ±½(E₂ − E₁) sin Φ.

With E₂ − E₁ = 0.0606 hartree and sin Φ = 0.167, this is ±0.0051 hartree. One geometry has received two diabatic couplings that differ by 0.0101 hartree, or 0.275 eV, which is 17% of the gap between the two states. Both matrices have the correct eigenvalues, so a check of the energies would not reveal the conflict. At this symmetric end point they differ only in the sign of V₁₂, but this is not a free sign choice: both bases were carried continuously from the same start and differ by a rotation Φ. At (0, ρ), reached counterclockwise or clockwise, the diagonal elements differ too, with V₁₁ = −0.0021 or +0.0058 hartree.

The consistent treatment keeps the remainder in the kinetic energy. Let both coordinates have mass M, let χ_b be the nuclear amplitudes, and write W_ab = ⟨d_a|∇d_b⟩. Projecting the Laplacian of Σ_b d_b χ_b on d_a gives

∇²χ_a + Σ_b [2W_ab·∇χ_b + ⟨d_a|∇²d_b⟩χ_b].

Differentiating W_ab gives ∇·W_ab = ⟨∇d_a|·|∇d_b⟩ + ⟨d_a|∇²d_b⟩. Splitting the first term by P + Q, its P part is −(W·W)_ab, and its Q part is called G_ab. Therefore

⟨d_a|∇²d_b⟩ = (∇·W + W·W − G)_ab,

and the projected kinetic operator, in atomic units with ħ = 1, is

T = −(1/2M)[(∇ + W)² − G].

The term G/2M acts as an added potential. At x = 0.3, y = 0.2 bohr the trace of G is 0.45 bohr⁻². This operator still omits nuclear amplitude on the third surface, so it is a two-state approximation, but one that does not depend on the choice of frame in P.

Replacing T by −∇²/2M is a further approximation. For nuclear momentum p the dropped first-order coupling is of size |w|p/M. A path of length L takes a time LM/p, so this coupling can mix the two states by an angle of up to about |w|L, whatever the speed. The second-order terms are dropped as well. The potential G/2M adds a phase of order |G|L/2p, which grows at low momentum, and G does not vanish where w does: at the origin of the model G_ab = (λ/Δ)²δ_ab. The approximation can be good when both the angle and this phase are small, as in a quasi-diabatic frame on a short path, at momenta that are not too low, where the gap to the discarded states is large compared with their coupling to P. It can become unsafe as a state of Q approaches P: denominators in Ω then become small, and Ω grows unless the numerators vanish or cancel. The growth need not be monotonic: at x = 0.3, y = 0.2 bohr, lowering Δ from 0.20 to 0.05 hartree raises Ω₁₂ from 0.21 to 0.77 bohr⁻², but at Δ = 0.005 hartree it is back to 0.085 bohr⁻², although E₃ − E₂ has shrunk further, from 0.059 to 0.037 hartree. At an actual crossing between P and Q, a retained space chosen by energy order is no longer smoothly defined, and the set of retained states has to be chosen again.

The numerical output below gives most of the computed values to more digits.

Numbers as computed

```
kappa = 0.05 hartree/bohr, lambda = 0.10 hartree/bohr
Delta = 0.20 hartree, circle radius rho = 0.50 bohr
Six-state model: levels 0.2(j-1) hartree, j = 1..6
  evaluated at x = 0.3, y = 0.2 bohr
  N = 1: curvature norm = 0.00000 bohr^-2
  N = 2: curvature norm = 0.01552 bohr^-2
  N = 3: curvature norm = 0.06236 bohr^-2
  N = 4: curvature norm = 0.04248 bohr^-2
  N = 5: curvature norm = 0.04797 bohr^-2
  N = 6: curvature norm = 0.00000 bohr^-2
Three-state model at x = 0.3, y = 0.2 bohr:
  Omega_12, sum over omitted state = 0.21163 bohr^-2
  curl of adiabatic coupling = 0.21168 bohr^-2
  curl of quasi-diabatic coupling = 0.21163 bohr^-2
  solid-angle density = 0.21163 bohr^-2
  quasi-diabatic w_x = -0.02619 bohr^-1
  quasi-diabatic w_y = 0.03316 bohr^-1
  trace of G = 0.45070 bohr^-2
Omega_12 at origin = 0.25000 bohr^-2
Smallest (E2-E1)/(2 kappa r) in scan = 0.7344
Smallest E3-E2 in scan = 0.18561 hartree
Flux by surface quadrature = 0.167675 rad
Rotation by parallel transport = 0.167675 rad
  the same rotation = 9.607 degrees
Loop integral of quasi-diabatic w = 0.167675 rad
Loop integral of adiabatic f = 3.309267 rad
  after subtracting pi = 0.167675 rad
kappa = 0: beta = 0.231824 rad
kappa = 0: flux, closed form = 0.168082 rad
kappa = 0: flux, transport = 0.168081 rad
Leading estimate pi(lambda rho/Delta)^2 = 0.196350 rad
Delta = 2.0 hartree: flux = 0.0019601 rad
  leading estimate = 0.0019635 rad
Lower bound of max coupling on circle = 0.05337 bohr^-1
Quasi-diabatic max on circle = 0.06117 bohr^-1
Adiabatic max on circle = 2.01493 bohr^-1
Lower bound of rms coupling in disk = 0.03975 bohr^-1
Quasi-diabatic rms in disk = 0.03995 bohr^-1
Line y = 0.1 bohr: rotation angle = -1.35646 rad
  largest overlap error = 2.2e-16
At x = -0.5, y = 0 bohr: E2-E1 = 0.060611 hartree
  V12 by upper route = 0.005058 hartree
  V12 by lower route = -0.005058 hartree
  difference = 0.010115 hartree
  difference = 0.2753 eV
```
